# Internal displacement and the valence deformation potential d of strained silicon

## Definitions and conventions

The axes $x,y,z$ are the cube axes of a diamond crystal with cubic constant $a$. Its primitive cell holds one atom of sublattice A and one of sublattice B. The four bonds from an A atom to its B neighbours are

$$
\mathbf r_b=\frac a4\mathbf s_b,\qquad
\mathbf s_b=(1,1,1),(1,-1,-1),(-1,1,-1),(-1,-1,1),
$$

with length $L=\sqrt3a/4$ and unit vectors $\mathbf n_b=\mathbf s_b/\sqrt3$.

A homogeneous strain is described by the symmetric tensor $\varepsilon$; the engineering shear is $2\varepsilon_{xy}$. Strain fixes the deformation of the lattice vectors, but not the position of B relative to A inside the cell. The deformed bonds are therefore

$$
\mathbf r_b'=(1+\varepsilon)\mathbf r_b+\mathbf u .
$$

Affine motion means $\mathbf u=0$. The displacement that minimizes the energy at fixed strain is written, to first order, as

$$
u_x=-\zeta\frac a2\varepsilon_{yz},\quad
u_y=-\zeta\frac a2\varepsilon_{zx},\quad
u_z=-\zeta\frac a2\varepsilon_{xy},
$$

which defines the internal-strain parameter $\zeta$.

Without spin-orbit coupling the valence-band top at zero wave vector is a triplet, with basis states labelled $x,y,z$. Apart from a common shift, its strain matrix is

$$
H_{ii}=3b\left(\varepsilon_{ii}-\tfrac13\mathrm{tr}\,\varepsilon\right),\qquad
H_{ij}=\sqrt3\,d\,\varepsilon_{ij}\quad(i\ne j).
$$

The physical $d$ for static strain is the coefficient found after the atoms have relaxed. The affine coefficient is called $d_{\rm aff}$.

Tension along [111] produces three equal shears $\varepsilon_{xy}=\varepsilon_{yz}=\varepsilon_{zx}=e$. The state $(x+y+z)/\sqrt3$ then has energy $2\sqrt3de$, and the two states orthogonal to it have energy $-\sqrt3de$. The sign of $d$ decides which group lies higher.

## A counter-example: the forces

The model has nearest-neighbour Keating forces and $sp^3$ tight-binding electrons. Its round parameters lie in silicon's rough regime: $a=0.54$ nm, stretching constant $\alpha=50$ N/m and bending constant $\beta=15$ N/m. The elastic energy per cell is

$$
E=\frac{3}{8L^2}\left[\alpha\sum_{4\ \rm bonds}(r_b'^2-L^2)^2+
\beta\sum_{12\ \rm angles}\left(\mathbf r_b'\cdot\mathbf r_c'+\tfrac{L^2}{3}\right)^2\right].
$$

There are six angles at each atom, and unstrained bonds satisfy $\mathbf r_b\cdot\mathbf r_c=-L^2/3$.

Consider the equal shears $e$ alone. Since $a=4L/\sqrt3$, the displacement is $\mathbf u=-(2\zeta Le/\sqrt3)(1,1,1)$. The relative length change of a bond is

$$
\frac{\delta r_b}{L}=\mathbf n_b\cdot\varepsilon\mathbf n_b+\frac{\mathbf n_b\cdot\mathbf u}{L}.
$$

For the [111] bond the two terms are $2e$ and $-2\zeta e$. For each other bond they are $-2e/3$ and $+2\zeta e/3$. Hence

$$
\frac{\delta r_{111}}L=2e(1-\zeta),\qquad
\frac{\delta r_{\rm other}}L=-\frac{2e}{3}(1-\zeta).
$$

At $\zeta=0$ the motion is affine. At $\zeta=1$ all bond lengths are unchanged to first order, and only angles change.

Because $\delta(r^2)=2L\,\delta r$, the stretching sum is

$$
4L^4e^2(1-\zeta)^2\left(4+3\cdot\frac49\right)=\frac{64}{3}L^4e^2(1-\zeta)^2 .
$$

For the angles,

$$
\delta(\mathbf r_b\cdot\mathbf r_c)=2\mathbf r_b\cdot\varepsilon\mathbf r_c+\mathbf u\cdot(\mathbf r_b+\mathbf r_c).
$$

Let $\sigma_b$ be the sum of the components of $\mathbf s_b$: 3 for [111] and $-1$ otherwise. The shear matrix has zeros on its diagonal, so

$$
\mathbf r_b\cdot\varepsilon\mathbf r_c=\frac{eL^2}{3}(\sigma_b\sigma_c+1).
$$

A pair containing the [111] bond gives $-2eL^2/3$; any other pair gives $+2eL^2/3$. The displacement term is $-(2\zeta eL^2/3)(\sigma_b+\sigma_c)$, with $\sigma_b+\sigma_c=2$ and $-2$ respectively. The total changes are $\mp\frac43eL^2(1+\zeta)$. Twelve squares add up to $\frac{64}{3}L^4e^2(1+\zeta)^2$, so

$$
E=8L^2e^2\left[\alpha(1-\zeta)^2+\beta(1+\zeta)^2\right].
$$

Setting the derivative with respect to $\zeta$ to zero gives $\alpha(1-\zeta)=\beta(1+\zeta)$, or

$$
\zeta=\frac{\alpha-\beta}{\alpha+\beta}=\frac{35}{65}=0.538 .
$$

The stretching term alone favours $\zeta=1$. The bending term alone favours $\zeta=-1$, where the scalar products $\mathbf r_b\cdot\mathbf r_c$ are unchanged to first order. These products depend on bond lengths as well as angles; the angles themselves are unchanged at $\zeta=-1/2$. Affine motion minimizes this energy only if $\alpha=\beta$.

At the minimum the bracket equals $4\alpha\beta/(\alpha+\beta)$. With $L^2=3a^2/16$ and cell volume $a^3/4$, the energy density is $24\alpha\beta e^2/[a(\alpha+\beta)]$. The continuum expression for three equal shears is $6C_{44}e^2$. Therefore

$$
C_{44}=\frac{4\alpha\beta}{a(\alpha+\beta)}=85.5\ \mathrm{GPa}.
$$

A tension $\sigma=1$ GPa along [111] has $\sigma_{xy}=\sigma/3=2C_{44}e$. Thus $e=\sigma/(6C_{44})=0.195\%$. The component of $\mathbf u$ along [111] is

$$
-\sqrt3\,\zeta\frac a2e=-\sqrt3(0.538)(270\ \mathrm{pm})(0.00195)=-0.49\ \mathrm{pm}.
$$

This small displacement reduces the shear-induced stretch of the [111] bond from 0.39% to 0.18%.

## The counter-example: the electrons

At zero wave vector the hopping between $p$ orbitals on A and B is

$$
T_{ij}=\sum_b\left[V_\pi\delta_{ij}+W n_{b,i}n_{b,j}\right],\qquad W=V_\sigma-V_\pi .
$$

Take $V_\sigma=4.5$ eV and $V_\pi=-1.0$ eV, so $W=5.5$ eV. Both scale with bond length as $(L/r)^\eta$, with $\eta=2$. In the unstrained crystal $\sum_b n_in_j=\frac43\delta_{ij}$, hence $T_{ij}=\frac43(V_\sigma+2V_\pi)\delta_{ij}$, which is positive. The valence states are the combinations $(p_A-p_B)/\sqrt2$, with energy matrix $E_p-T$.

Coupling to $s$ orbitals vanishes at zero strain because $\sum_b\mathbf n_b=0$. Strain makes it at most linear in $e$. The $s$ levels are separated from the triplet, so this coupling changes the valence energies only at second order.

To differentiate $T_{xy}$, write its angular part as $WL^\eta r_xr_y/r^{\eta+2}$. The product rule gives

$$
\frac{\delta T_{xy}}W=
-(\eta+2)\sum_b\frac{\delta r_b}{L}n_xn_y
+\frac1L\sum_b(\delta r_xn_y+n_x\delta r_y).
$$

In the first sum, $n_xn_y$ is $1/3$ for [111] and $-1/3,-1/3,1/3$ for the others. Inserting the length changes gives

$$
\sum_b\frac{\delta r_b}{L}n_xn_y
=\frac{2e(1-\zeta)}3\left[1-\frac13(-1-1+1)\right]
=\frac{8e}{9}(1-\zeta).
$$

In the second sum $\mathbf u$ drops out because $\sum_b\mathbf n_b=0$. The strain contributes $\frac43e$ twice. Consequently

$$
H_{xy}=-\delta T_{xy}
=-\frac{8We}{9}\left[3-(\eta+2)(1-\zeta)\right].
$$

The diagonal elements do not change to first order: the four length changes sum to zero, $n_x^2=1/3$ for every bond, and $\varepsilon_{xx}=0$. Comparing with $H_{xy}=\sqrt3de$ yields

$$
d(\zeta)=-\frac{8W}{9\sqrt3}\left[1-\eta+(\eta+2)\zeta\right].
$$

For $\eta=2$ the two results are

$$
d_{\rm aff}=-2.82(-1)=+2.82\ \mathrm{eV},
$$

$$
d=-2.82(-1+4\times0.538)=-3.26\ \mathrm{eV}.
$$

The macroscopic strain and all electronic parameters are the same in both lines. Only the sublattice displacement differs, and it reverses the sign of the splitting.

The reversal comes from two competing effects. Setting $\eta=0$ in $3-(\eta+2)(1-\zeta)$ keeps the hopping strengths fixed and leaves the effect of bond rotation, $1+2\zeta$. The change of hopping strength with bond length contributes the rest, $-\eta(1-\zeta)$. For affine motion these are $1$ and $-\eta$; relaxation with $0<\zeta<1$ strengthens the first and weakens the second. For $\eta>1$ the sign changes at $\zeta=(\eta-1)/(\eta+2)$, which is 0.25 here. For $\eta=1$ the affine coefficient vanishes although the relaxed one need not.

## The band order with spin-orbit coupling

Let $\Delta=40$ meV be the spin-orbit splitting and $s=\sqrt3de$. The spin-orbit term is $(\Delta/3)\mathbf L\cdot\boldsymbol\sigma$, where $\mathbf L$ has orbital quantum number 1 and $\boldsymbol\sigma$ contains the Pauli matrices. Angular momentum is quantized along [111], with total projection $m$.

The states $m=\pm3/2$ contain only the orbital doublet, so

$$
E_{3/2}=\frac\Delta3-s .
$$

For $m=1/2$ the basis is orbital projection 0 with spin up and projection 1 with spin down. The diagonal elements of $\mathbf L\cdot\boldsymbol\sigma$ are 0 and $-1$; the off-diagonal element is $\sqrt2$. The energy matrix is

$$
\begin{pmatrix}2s&\sqrt2\Delta/3\\ \sqrt2\Delta/3&-s-\Delta/3\end{pmatrix}.
$$

Its trace is $s-\Delta/3$. The squared difference of its eigenvalues is $(3s+\Delta/3)^2+8\Delta^2/9=(\Delta+s)^2+8s^2$. The upper eigenvalue is thus

$$
E_{1/2}=\frac12\left[s-\frac\Delta3+\sqrt{(\Delta+s)^2+8s^2}\right],
$$

and $m=-1/2$ gives the same value by time reversal.

For affine atoms $s=9.53$ meV. Then $E_{3/2}=3.8$ meV and $E_{1/2}=26.3$ meV, so $E_{3/2}-E_{1/2}=-22.5$ meV. For relaxed atoms $s=-11.0$ meV. The levels are 24.3 and 9.1 meV, and the difference is $+15.2$ meV. The affine calculation puts the wrong pair at the valence-band edge of this model.

The order follows from the sign of $s$. The difference is

$$
E_{3/2}-E_{1/2}=\frac12\left[\Delta-3s-\sqrt{(\Delta+s)^2+8s^2}\right],
$$

and $(\Delta-3s)^2-[(\Delta+s)^2+8s^2]=-8s\Delta$. For $s<0$ the first term exceeds the root, so $m=\pm3/2$ is higher. For $s>0$ the root exceeds $|\Delta-3s|$, so the order is opposite.

The unequal magnitudes come from the nonlinearity in $s$. For $|s|\ll\Delta$ the root is $\Delta+s+4s^2/\Delta$ to second order, so the difference is $-2s-2s^2/\Delta$. The first term alone gives $-19.1$ and $+22.0$ meV; with the second, which is negative for either sign of $s$, the values become $-23.6$ and $+16.0$ meV. For $|s|\gg\Delta$ it tends to $-3s$ if $s>0$, but to $2\Delta/3$ if $s<0$. In the last case both upper pairs come from the orbital doublet, and spin-orbit coupling alone separates them.

## The general statement

For a stable diamond crystal with a non-metallic ground state, under small, static, homogeneous strain,

$$
\boxed{d=d_{\rm aff}-\frac{\zeta aD}{2\sqrt3}}
$$

where $D$ is defined by the effect of a frozen sublattice displacement at zero strain:

$$
H_{xy}=Du_z,\qquad H_{yz}=Du_x,\qquad H_{zx}=Du_y .
$$

The affine value equals the physical one only if $\zeta D=0$. Symmetry allows $\zeta$ and $D$ to be nonzero; it does not fix their values or signs.

**Proof.** First consider the lattice. A twofold rotation about $z$ leaves $u_z$ and $\varepsilon_{xy}$ unchanged and reverses $u_x,u_y,\varepsilon_{yz},\varepsilon_{zx}$. A twofold rotation about $x$ reverses both $u_z$ and $\varepsilon_{xy}$. Diagonal strains are unchanged by both rotations, so they cannot produce $u_z$ linearly. The only strain component that can do so is $\varepsilon_{xy}$. Threefold rotations about [111] give the cyclic relations with the same coefficient.

The remaining operations do not forbid this coupling. The product $xyz$ is invariant under the tetrahedral group of an atomic site, and $u_z\varepsilon_{xy}$ transforms like $z\cdot xy$. Inversion about a bond centre exchanges A and B while reversing positions. These two sign changes cancel in $\mathbf u=\delta\mathbf r_B-\delta\mathbf r_A$, so $\mathbf u$ is even, as strain is.

The energy per cell, to second order, therefore contains

$$
\frac K2|\mathbf u|^2+G(u_x\varepsilon_{yz}+u_y\varepsilon_{zx}+u_z\varepsilon_{xy})
$$

plus terms without $\mathbf u$. Stability requires $K>0$. Minimization gives $u_z=-(G/K)\varepsilon_{xy}$, so $\zeta=2G/(aK)$.

Now consider the electrons. Time reversal lets the spinless triplet matrix be chosen real and symmetric. Under the twofold rotations $H_{xy}$ has the same signs as $u_z$ and $\varepsilon_{xy}$, while diagonal elements are unchanged. The same symmetry argument then gives, to first order,

$$
H_{xy}=\sqrt3d_{\rm aff}\varepsilon_{xy}+Du_z .
$$

Inserting $u_z=-\zeta(a/2)\varepsilon_{xy}$ and dividing by $\sqrt3\varepsilon_{xy}$ proves the boxed equation. No tight-binding or Keating assumption has been used. $\square$

In the example, setting the strain to zero leaves

$$
H_{xy}=(\eta+2)W\frac{u_z}{L}\sum_bn_xn_yn_z .
$$

Each product $n_xn_yn_z$ is $1/(3\sqrt3)$, so the sum is $4/(3\sqrt3)$ and

$$
D=\frac{16(\eta+2)W}{9a}=72.4\ \mathrm{eV/nm}.
$$

The internal contribution is $-(0.538)(0.54)(72.4)/(2\sqrt3)=-6.08$ eV. Added to $+2.82$ eV, it gives $-3.26$ eV, in agreement with the direct derivation.

## Other directions and time-dependent strain

Tension along [001] produces no shear in the cube axes. Hence there is no linear sublattice displacement, and the affine treatment gives the correct first-order coefficient $b$. In the model, a traceless diagonal strain gives $H_{xx}=-\frac83W\varepsilon_{xx}$: the length term vanishes because $n_x^2=1/3$ and $\sum_b\mathbf n_b\cdot\varepsilon\mathbf n_b=0$. Thus $b=-8W/9=-4.89$ eV.

Tension along [110] has $\sigma_{xy}=\sigma/2$ and $\varepsilon_{xy}=\sigma/(4C_{44})$. It induces $u_z$, so the correction to $d$ is needed there too, alongside the $b$ terms.

The coefficient $d_{\rm aff}$ is a valid partial derivative at fixed $\mathbf u=0$. After a suddenly applied homogeneous strain it would hold only until the sublattices respond, about 10 fs in this model; they then oscillate about the relaxed position. To find that time scale, use the reduced mass $M/2$, where $M$ is the atomic mass. For strain oscillating at angular frequency $\Omega$, without damping,

$$
-\frac M2\Omega^2u_z=-Ku_z-G\varepsilon_{xy},
\qquad
u_z=-\frac{G}{K}\frac{\varepsilon_{xy}}{1-\Omega^2/\omega^2},
$$

with $\omega^2=2K/M$. The $\zeta^2$ part of the Keating energy is $8L^2e^2(\alpha+\beta)\zeta^2=2(\alpha+\beta)|\mathbf u|^2$, so $K=4(\alpha+\beta)$. For $M=28$ u, $\omega/2\pi=16.8$ THz. At 1 GHz the relative correction to $u_z$, $\Omega^2/\omega^2$, is about $4\times10^{-9}$. The relative correction to the model's $d$ is less than twice as large, so the static $d$ applies.

## What the numbers say about silicon

For real silicon, rough values are $\zeta\approx0.5$, $C_{44}\approx80$ GPa, $d\approx-5$ eV and $b\approx-2$ eV. The elastic part of the model is close to these. Its $d$ is too small in magnitude, and its $b$ is more than twice too large. The model therefore shows that the internal contribution can be decisive, but its sign reversal should not be carried over to silicon. A self-consistent local-density calculation with the simple Appelbaum–Hamann local pseudopotential gives $d_{\rm aff}\approx-1.3$ eV, $aD\approx31$ eV (the model has 39 eV) and $d\approx-6$ eV at $\zeta=0.54$. There the internal term supplies most of $d$ but does not change its sign. Real devices also break the assumption of uniform stress. If the local tension falls from 1 to 0.5 GPa, the relaxed splitting in the model falls from 15.2 to about 9.3 meV. At 300 K the thermal energy is 25.9 meV, so both upper pairs matter for hole populations.

The magnitudes depend on the electronic model. With $\zeta$ held fixed, changing $\eta$ from 2 to 3 gives $d_{\rm aff}=5.65$ eV and $d=-1.95$ eV. Adding a trial $d$-orbital shell at $\eta=2$, coupled only to the $p$ orbitals, gives 2.92 and $-3.62$ eV. The sign reversal survives these two changes, both made within the same tight-binding scheme. By the formula for $d(\zeta)$ it requires $1<\eta<(1+2\zeta)/(1-\zeta)=4.5$; outside this range $d_{\rm aff}$ and $d$ do not have opposite signs.

Diagonalizing the full tight-binding matrix at 1 GPa changes the relaxed splitting by 0.07 meV, or 0.5% of its linear-strain value. This includes the electronic effects of finite strain but retains atomic positions from linear elasticity; the nonlinear part of the Keating energy, at fixed load, shifts the splitting by about 0.15 meV in the opposite direction. At this stress, omitting the internal displacement is a far larger error than linearizing the electronic response. The numerical output below lists the inputs and results.

## Numbers as computed

```
Round model parameters, rough silicon regime
cubic constant a: 0.540 nm
bond length L: 0.2338 nm
Keating alpha: 50.0 N/m
Keating beta: 15.0 N/m
atomic mass: 28.0 u
s level minus p level: -7.00 eV
V_ss_sigma: -2.00 eV
V_sp_sigma: 2.50 eV
V_pp_sigma: 4.50 eV
V_pp_pi: -1.00 eV
W: 5.50 eV
hopping exponent eta: 2.0
spin-orbit splitting: 40.0 meV
tension along [111]: 1.00 GPa
Elastic response
C44: 85.47 GPa
bulk modulus: 101.85 GPa
diagonal strain: 0.1091 percent
tensor shear e: 0.1950 percent
internal-strain parameter zeta: 0.5385
signed sublattice shift along [111]: -0.4910 pm
[111] bond stretch, shear only, affine: 0.3900 percent
[111] bond stretch, shear only, relaxed: 0.1800 percent
zone-centre optical frequency: 16.83 THz
Valence deformation potentials
d, affine atoms: 2.8226 eV
optical coupling D: 72.428 eV/nm
internal contribution to d: -6.0794 eV
d, relaxed atoms: -3.2568 eV
b: -4.8889 eV
zeta at which d vanishes: 0.2500
change of d on doubling strain step: 7.25e-07 eV
Top valence splitting: E(m=3/2) minus E(upper m=1/2)
linear strain model, affine: -22.499 meV
linear strain model, relaxed: 15.234 meV
full tight binding, affine: -22.167 meV
full tight binding, relaxed: 15.307 meV
Size of omitted effects
nonlinear change, relaxed splitting: 0.074 meV
d for eta=3, affine: 5.6452 eV
d for eta=3, relaxed: -1.9541 eV
trial d shell: level 12.0, pd_sigma -2.0, pd_pi 1.0 eV
d with trial d shell, affine: 2.9234 eV
d with trial d shell, relaxed: -3.6199 eV
thermal energy at 300 K: 25.85 meV
```
